# Poole-Frenkel Barrier Lowering and Diffusive Escape from a Coulomb Trap

An electron leaving a charged centre in an electric field feels two forces. The centre attracts it with potential energy $-A/r$, where $A$ is an energy times a length, and the field pulls it with a constant force $F$, an energy divided by a length. From these two quantities one energy and one length can be formed:

$$\sqrt{AF}\qquad\text{and}\qquad \sqrt{A/F}.$$

If the top of the escape barrier lies where these two terms alone describe the potential, the barrier must fall by a pure number times $\sqrt{AF}$, hence by an amount proportional to the square root of the field. Neither the carrier's mass nor the temperature can enter, because neither appears in the potential. The number remains to be found, as does the effect of the lowering on the escape rate.

The trap considered here is neutral when it holds its electron and carries charge $+e$ when empty, so that the departing electron leaves a positive charge behind. In a uniform medium of relative permittivity $\varepsilon_r$,

$$A=\frac{e^2}{4\pi\varepsilon_0\varepsilon_r}.$$

Let $E$ be the magnitude of the field and let the force on the electron, $F=eE$, point along $+z$; the field itself then points along $-z$. The potential energy is

$$U(\mathbf r)=-\frac{A}{r}-Fz ,$$

with its zero at the level to which the electron must be raised to escape without a field. The trapped electron lies at $-W$, where $W$ is the trap depth, and this level is taken as fixed relative to the centre when the field is applied.

The force vanishes where the attraction, of size $A/r^2$ and directed towards the centre, balances $F$. This requires a point on the positive $z$ axis. There

$$\frac{dU}{dz}=\frac{A}{z^2}-F=0\quad\Rightarrow\quad r_0=\sqrt{\frac{A}{F}},$$

$$U(r_0)=-\frac{A}{r_0}-Fr_0=-\sqrt{AF}-\sqrt{AF}=-2\sqrt{AF}.$$

The two terms contribute equally, which is the origin of the factor 2.

A stationary point need not be the lowest pass, so this has to be shown. Any path from the trap to a distant point crosses the sphere $r=r_0$. On that sphere, with $\theta$ measured from the $z$ axis,

$$U=-\frac{A}{r_0}-Fr_0\cos\theta\;\ge\;-\frac{A}{r_0}-Fr_0=-2\sqrt{AF}.$$

No path can therefore escape without reaching at least this energy. The path along the axis reaches this energy and no more, since $d^2U/dz^2=-2A/z^3$ is negative and $r_0$ is the maximum along it. The barrier is thus $W-\Delta$, with

$$\Delta=2\sqrt{AF}=\sqrt{\frac{e^3E}{\pi\varepsilon_0\varepsilon_r}}=\beta\sqrt E,\qquad \beta=\sqrt{\frac{e^3}{\pi\varepsilon_0\varepsilon_r}} .$$

This is the Poole-Frenkel lowering. A numerical search for the lowest energy at which the trap region connects to the far side, made without using the saddle condition, gave $-0.3098$ eV at 0.5 MV/cm and $-0.6197$ eV at 2 MV/cm for $\varepsilon_r=3$. Both agree with the formula to the digits shown, and a fourfold field doubles the lowering.

The square root depends on the long Coulomb tail. If the trap is neutral when empty and binds by a sharp-edged well of small radius $a$, the top of the barrier stays at the edge of the well and falls by about $Fa$, which is linear in the field. An electron leaving a flat electrode is a different case again. Its image charge lies at distance $2z$ and attracts it with force $A/(2z)^2$, so the potential energy is $-A/(4z)$. Replacing $A$ by $A/4$ in $2\sqrt{AF}$ gives $\sqrt{AF}$, half the lowering at a trap. The fixed charge of the trap does not retreat as the electron leaves, whereas the image does.

To turn the barrier into a rate, the motion must be specified. Suppose that the electron scatters or hops over distances that are short on the scale of the barrier, so that it diffuses. How well this holds for the example is examined near the end. Let $D$ be the diffusion coefficient, $c$ the electron density and $u=U/k_BT$. With the Einstein relation between mobility and $D$, the particle flux is

$$\mathbf j=-D(\nabla c+c\nabla u).$$

Writing $c=h\,e^{-u}$ gives $\nabla c=e^{-u}(\nabla h-h\nabla u)$. The drift term cancels and

$$\mathbf j=-D\,e^{-u}\nabla h .$$

Thermal equilibrium corresponds to constant $h$. For escape, set $h=1$ deep in the well and $h=0$ far away, where electrons are removed.

Without a field $u=-r_c/r$, where $r_c=A/k_BT$ is the Onsager radius, at which the attraction equals the thermal energy. The total outward current $J_0=-4\pi r^2De^{r_c/r}\,dh/dr$ is the same at every radius. Solving for $dh/dr$, integrating over all $r$, and substituting $q=1/r$,

$$1=\frac{J_0}{4\pi D}\int_0^\infty\frac{e^{-r_c/r}}{r^2}\,dr=\frac{J_0}{4\pi D}\int_0^\infty e^{-r_cq}\,dq=\frac{J_0}{4\pi Dr_c},$$

so $J_0=4\pi Dr_c$. Extending the integral to $r=0$ is harmless for a deep trap, because the integrand is negligible inside the core.

With a strong field the current is controlled by the neighbourhood of the saddle. Put $s=z-r_0$ and let $\rho$ be the distance from the axis. Along the axis the curvature is $-2A/r_0^3$. Across it, $-A/\sqrt{r_0^2+\rho^2}\approx-A/r_0+A\rho^2/(2r_0^3)$, so each transverse curvature is $+A/r_0^3$. To second order,

$$u\approx-\gamma-bs^2+\tfrac12b\rho^2,\qquad b=\frac{r_c}{r_0^3},\qquad \gamma=\frac{\Delta}{k_BT}.$$

In this quadratic potential the steady-state condition $\nabla\cdot(e^{-u}\nabla h)=0$ is satisfied by an $h$ that depends on $s$ alone, provided

$$\frac{d}{ds}\left(e^{bs^2}\frac{dh}{ds}\right)=0\quad\Rightarrow\quad \frac{dh}{ds}=-Ce^{-bs^2}.$$

Since $h$ falls from 1 to 0 across the saddle, $C\sqrt{\pi/b}=1$ and $C=\sqrt{b/\pi}$. In the flux the factors $e^{bs^2}$ and $e^{-bs^2}$ cancel, leaving

$$J=De^\gamma\sqrt{\frac b\pi}\int_0^\infty2\pi\rho\,e^{-b\rho^2/2}\,d\rho=De^\gamma\sqrt{\frac b\pi}\,\frac{2\pi}{b}=2\sqrt\pi\,De^\gamma\frac{r_0^{3/2}}{r_c^{1/2}} .$$

Division by $J_0$ gives $e^\gamma(r_0/r_c)^{3/2}/(2\sqrt\pi)$. Because $F=A/r_0^2$, the lowering is $\Delta=2A/r_0$, so $\gamma=2r_c/r_0$ and $r_0/r_c=2/\gamma$. Therefore

$$\boxed{\frac{J}{J_0}=\sqrt{\frac2\pi}\;\gamma^{-3/2}e^{\gamma},\qquad\gamma=\frac{\beta\sqrt E}{k_BT}\gg1.}$$

The exponential comes from the lower barrier. The power $\gamma^{-3/2}$, proportional to $E^{-3/4}$, comes from geometry. A stronger field moves the saddle inwards. This narrows the opening through which electrons leave, whose area is proportional to $1/b$, but it also thins the barrier, which steepens $h$ in proportion to $\sqrt b$. The net factor $b^{-1/2}$ varies as $E^{-3/4}$.

The saddle region has width $b^{-1/2}=r_0\sqrt{2/\gamma}$, which must be small compared with $r_0$. This is why $\gamma$ must be large, and why corrections of relative order $1/\gamma$ are expected. The formula must not be extended to zero field, where it diverges instead of approaching 1. There the saddle lies far outside $r_c$ and no longer controls the escape.

A numerical solution of the diffusion problem in the full potential tests the result. The ratio of the numerical enhancement to the formula is 0.926 at $\gamma=5.36$, 0.949 at 7.58, 0.968 at 11.99 and 0.978 at 16.95. The shortfall is close to $0.4/\gamma$ throughout, as a leading-order formula should show. Onsager's exact solution of this diffusion problem, $J/J_0=2I_1(\gamma)/\gamma$ with $I_1$ the modified Bessel function, gives 0.925, 0.948, 0.968 and 0.977, so the numerical ratios carry an error of about 0.001; its leading shortfall is $3/(8\gamma)$.

The current is a number of electrons per second for a well filled to equilibrium with $h=1$. If the well has effective volume $V$ at energy $-W$, its population is then $Ve^{W/k_BT}$, and the escape rate per trapped electron is

$$k=\frac{4\pi Dr_c}{V}\,e^{-W/k_BT}\;\frac{J}{J_0}.$$

As an example, take $\varepsilon_r=3$, $T=300$ K, $W=0.8$ eV, $V=1$ nm³ and a mobility of $10^{-6}$ cm²/Vs. Then $k_BT=0.02585$ eV, $A=0.480$ eV nm and $r_c=0.480/0.02585=18.6$ nm. The diffusion coefficient is $10^{-6}\times0.02585$ cm²/s, or $2.585\times10^6$ nm²/s. Without a field,

$$k_0=4\pi(2.585\times10^6)(18.57)\,e^{-0.8/0.02585}\ \mathrm{s^{-1}}\approx2.2\times10^{-5}\ \mathrm{s^{-1}},$$

a mean residence of 12.7 hours.

At 0.5 MV/cm the force is 0.05 eV/nm and the saddle lies at $\sqrt{0.480/0.05}=3.1$ nm. The lowering is $2\sqrt{0.480\times0.05}=0.310$ eV, so $\gamma=0.3098/0.02585=11.99$. The bare exponential would be $1.6\times10^5$, but the prefactor reduces the enhancement to $3.1\times10^3$. The rate becomes 0.068 s⁻¹ and the residence falls to about **15 s**. Leaving out the prefactor would overestimate the rate about fiftyfold, although the barrier itself is right.

The prefactor also affects the reading of measured slopes. Since $\ln k=\text{const}+\gamma-\tfrac32\ln\gamma$,

$$\frac{d\ln k}{d\sqrt E}=\frac{\beta}{k_BT}\left(1-\frac{3}{2\gamma}\right).$$

At 0.5 MV/cm the bracket is 0.875; the numerical solution gives 0.878. Because $\beta\propto\varepsilon_r^{-1/2}$, someone who assigned this local slope to the bare exponential would infer a permittivity of $3/0.875^2=3.9$ instead of 3.

A steady current depends on recapture as well. Consider electrons arriving from a distant region of density $c=1$. A uniform density $c=1$ is itself a steady solution outside the centre: its flux is $-D\nabla u$, whose divergence vanishes because $\nabla^2(1/r)=0$ for $r>0$ and the field term is linear. The uniform force carries as much into a closed surface as out of it, while the Coulomb term gives a net inward current

$$D\,\frac{r_c}{r^2}\,4\pi r^2=4\pi Dr_c .$$

Near the centre $c=1$ is negligible beside the equilibrium density of the deep well, so this solution represents an absorbing trap as long as $W-\Delta\gg k_BT$. The recapture coefficient is then $4\pi Dr_c$, independent of field. The numerical solution gave 1.001 times this value at both 0.1 and 0.2 MV/cm.

Let there be $N$ traps per volume, of which $N_c$ have lost their electrons permanently to fixed negative centres, and let $n$ be the density of free electrons. There are $N-N_c-n$ filled and $N_c+n$ empty traps. Balancing emission against recapture gives

$$K(N-N_c-n)=n(n+N_c),\qquad K=\frac{k}{4\pi Dr_c}.$$

If $n$ is much smaller than both $N_c$ and $N-N_c$, then $n\approx K(N-N_c)/N_c$, proportional to $K$. If $N_c=0$ and $n\ll N$, then $n\approx\sqrt{KN}$. Solving the balance with $N=10^{18}$ cm⁻³ at 0.5 MV/cm gave powers of $K$ equal to 1.000 for $N_c=10^{17}$ cm⁻³ and 0.500 for $N_c=0$. With constant mobility the current density $j_e$ is proportional to $nE$, so a plot of $\ln(j_e/E)$ against $\sqrt E$ has the slope derived above in the first case and half of it in the second. The slope can therefore be read only with an independent value of the permittivity. At 0.5 MV/cm an uncompensated trap with $\varepsilon_r=3$ has the slope of a compensated one with $\varepsilon_r$ near 10, while a compensated trap with $\varepsilon_r=3$ could be imitated only by an uncompensated one with $\varepsilon_r\approx0.85$, which is unphysical.

The isolated-trap picture fails when charged neighbours are close. Suppose a second empty trap lies at distance $d$ along the force. Without a field the barrier top is midway, at $-4A/d$; a weak field shifts it by $-Fd/2$ to first order. The lowering due to the field is then linear, which is the Poole regime. It applies when $d\ll2r_0$. At 0.1 MV/cm, where $r_0=6.9$ nm, a spacing of $2r_0$ corresponds to about $4\times10^{17}$ charged centres per cm³; at 0.5 MV/cm it corresponds to about $4\times10^{18}$ cm⁻³. The isolated-trap picture can fail at larger spacing: at 0.5 MV/cm a neighbour on the axis lowers the barrier, measured from the shifted trap level, by about $k_BT$ already at $d=3r_0$, or about $10^{18}$ cm⁻³.

These parameters are round values chosen to illustrate an electron held by a positive ion in a polymer resist, in the field of charge left by an electron beam. A trapped sheet charge whose field lines all end on a grounded substrate produces 0.5 MV/cm when its density is $\varepsilon_0\varepsilon_rE=0.13$ µC/cm². Exposure doses are roughly tens of µC/cm² or more, so retention of a small fraction would suffice. Two inputs are especially uncertain. The mobility can differ by orders of magnitude between polymers, and the residence time varies inversely with it. The trap depth enters exponentially: at 300 K a change of 0.1 eV alters the residence time by a factor of $e^{0.1/0.02585}\approx48$. The model suits an electron separated from a positive ion, provided the electron cannot recombine with the ion into a deeper level; where it can, recombination over a fraction of a nanometre is likely to be far faster than the escape computed here. It does not suit excess electrons held in traps that are neutral when empty. Such electrons can supply the net negative charge of the film, so the residence time above should not be read as the time in which the film discharges. Nor does the model suit an acid generator that decomposes on capturing an electron, since that electron is not released again, nor a cation paired closely with its anion, whose distant field is not that of a single charge. Real resists also break the assumption of a uniform medium. If the electronic permittivity, here taken as 2.3, governed the lowering at unchanged depth, $\Delta$ would be 0.354 eV and the enhancement about 4.5 times larger. Energetic disorder and a field-dependent mobility are left out, and their effect is not estimated here.

The finite size of the trap matters too. A Coulomb binding of 0.8 eV corresponds to a distance $A/W=0.6$ nm. At 0.5 MV/cm the field changes the electron's energy over this distance by $1.16\,k_BT$. If the electron samples all directions at that radius, the well population grows by $\sinh(1.16)/1.16=1.24$ and the rate falls by the same factor. If it is held on one side, the rate changes by up to $e^{1.16}\approx3$, up or down. Hops of similar length would also strain the diffusion picture, since the saddle region, of width $r_0\sqrt{2/\gamma}=1.3$ nm, is only about two hops wide. At 1 MV/cm this width is 0.75 nm, little more than one hop, so the calculated residence of 0.17 s is an extrapolation.

Tunnelling gives a second reason for caution as the field rises. A semiclassical estimate from the trap level, with the free-electron mass and an attempt rate $W/h=1.9\times10^{14}$ s⁻¹, gives $2\times10^{-20}$ s⁻¹ at 0.5 MV/cm, which is negligible. At 1 MV/cm it gives 5.6 s⁻¹, close to the thermal rate of 5.8 s⁻¹. This estimate follows the axis only and is too high, because it leaves out the zero-point motion across the axis; for the hydrogen atom at a field of 0.03 atomic units the same recipe overestimates the rate about a hundredfold. The three-dimensional weak-field formula for a level of this depth with this Coulomb tail gives about 0.02 s⁻¹ at 1 MV/cm, some 300 times below the thermal rate, and the two rates then meet near 1.2 MV/cm. The tunnelling exponent, 31, is still much larger than the thermal one, $(0.8-0.438)/0.02585=14$; the rates come close at all only because the diffusive prefactor is far smaller than the attempt rate. That prefactor is proportional to the assumed mobility, so another mobility would move the field at which they meet. The comparison also mixes two kinds of motion. With the same attempt rate, passage over the barrier would give about $1.6\times10^8$ s⁻¹, so an electron that moved coherently throughout would leave mainly at energies near the top of the barrier, either over it or by tunnelling just below it. Near these fields and with the free-electron mass, tunnelling from the trap level could compete only if it were coherent while the motion over the barrier remained diffusive. Whether that is possible over several nanometres of disordered polymer is doubtful, but this model cannot settle it.

Temperature weakens the relative effect of the field while raising the rate itself. At a bake temperature of 383 K, with the mobility held fixed, the rate is 0.018 s⁻¹ without a field and 5.9 s⁻¹ at 0.5 MV/cm, an enhancement of about 330 against 3100 at 300 K. The lowering would equal the whole trap depth at $F=W^2/(4A)$, or 3.3 MV/cm. The rate formula fails before that, once $W-\Delta$ is no longer large compared with $k_BT$, and polymer films break down at roughly several MV/cm.

## Computed values

```
relative permittivity 3.0, temperature 300 K
trap depth 0.80 eV, well volume 1.0 nm3
mobility 1.0e-06 cm2/Vs
thermal energy kT = 0.02585 eV
Coulomb strength A = 0.4800 eV nm
beta = 0.4382 eV per sqrt(MV/cm)
Onsager radius A/kT = 18.57 nm
0.5 MV/cm: flood-fill level -0.3098 eV, formula -0.3098 eV
2.0 MV/cm: flood-fill level -0.6197 eV, formula -0.6197 eV
image-force lowering at 0.5 MV/cm = 0.1549 eV
zero-field escape rate = 2.193e-05 1/s
zero-field residence = 12.67 h
0.1 MV/cm: saddle 6.928 nm, lowering 0.1386 eV, gamma 5.360
   bare exp(gamma) 2.127e+02, saddle formula 1.368e+01
   numerical enhancement 1.266e+01, numerical/formula 0.9255
   rate 2.999e-04 1/s, residence 3.334e+03 s
0.2 MV/cm: saddle 4.899 nm, lowering 0.1960 eV, gamma 7.580
   bare exp(gamma) 1.959e+03, saddle formula 7.488e+01
   numerical enhancement 7.102e+01, numerical/formula 0.9485
   rate 1.642e-03 1/s, residence 6.090e+02 s
0.5 MV/cm: saddle 3.098 nm, lowering 0.3098 eV, gamma 11.985
   bare exp(gamma) 1.603e+05, saddle formula 3.083e+03
   numerical enhancement 2.985e+03, numerical/formula 0.9683
   rate 6.761e-02 1/s, residence 1.479e+01 s
1.0 MV/cm: saddle 2.191 nm, lowering 0.4382 eV, gamma 16.949
   bare exp(gamma) 2.296e+07, saddle formula 2.625e+05
   numerical enhancement 2.568e+05, numerical/formula 0.9782
   rate 5.757e+00 1/s, residence 1.737e-01 s
slope/(beta/kT) at 0.5 MV/cm: numerical 0.8777, formula 0.8748
permittivity read from bare law = 3.92
recapture flux/(4 pi D A/kT) at 0.1 MV/cm = 1.0007
recapture flux/(4 pi D A/kT) at 0.2 MV/cm = 1.0006
trap density in balance = 1.0e+18 cm-3
power of K in n: no compensation 0.4999, compensation 1e17 cm-3 1.0000
sheet charge giving 0.5 MV/cm = 0.1328 uC/cm2
contact distance A/depth = 0.600 nm
energy drop over contact distance / kT: 0.5 MV/cm 1.160, 1 MV/cm 2.321
well population growth: 0.5 MV/cm 1.240, 1 MV/cm 2.173
tunnelling attempt rate = 1.93e+14 1/s (free mass)
0.5 MV/cm: tunnel exponent 78.23, rate 2.06e-20 1/s, crossover 92 K
1.0 MV/cm: tunnel exponent 31.17, rate 5.62e+00 1/s, crossover 154 K
trap density with spacing 2 r0 at 0.1 MV/cm = 3.76e+17 cm-3
trap density with spacing 2 r0 at 0.5 MV/cm = 4.20e+18 cm-3
lowering at 0.5 MV/cm with permittivity 2.3 = 0.3539 eV
rate at 383 K: zero field 1.793e-02 1/s, 0.5 MV/cm 5.938e+00 1/s
field at which lowering equals depth = 3.33 MV/cm
```
